# Why resistivity saturates for modulated hopping but not for modulated levels: verification in Python

```python
# RESULT UNDER TEST
# Electrons on a simple cubic lattice (constant a, n orbitals per site, mean
# hopping -t, half filling) are scattered by static classical phonons.
# x = v^2/t^2 is the coupling variance and grows linearly with temperature.
# In units of n e^2/(hbar a) the dc conductivity has two channels:
#   band        = 2 pi < (2 t sin kx)^2 A_k^2 >   (both kinds of coupling)
#   fluctuating = (2 pi/3) v^2 D^2                (modulated hopping only)
# A_k: spectral function, D: density of states per orbital and spin, both from
# G = < 1/(E - v^2 G - eps_k) >.  Modulated hopping gives the finite limit
# 2/(3 pi); modulated levels give 4/(pi x), a resistivity without ceiling.
# Energies are in units of t unless a name says eV.
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.optimize import brentq
from scipy.special import j0, j1

SAT = 2 / (3 * np.pi)
kB_eV = const.k / const.e


def k_grid(points):
    """Band energy and direction-averaged squared velocity on a k mesh."""
    c, s2 = np.cos(points), np.sin(points) ** 2
    eps = -2 * (c[:, None, None] + c[None, :, None] + c[None, None, :])
    vel2 = 4 * (s2[:, None, None] + s2[None, :, None] + s2[None, None, :]) / 3
    return eps.ravel(), vel2.ravel()


def fine_grid(half):
    return k_grid((np.arange(half) + 0.5) * np.pi / half)


def periodic_grid(L):
    return k_grid(2 * np.pi * np.arange(L) / L)


def local_green(energy, x, eps):
    G = -1j / np.sqrt(x + 6)
    for _ in range(1000):
        new = 0.5 * (G + np.mean(1 / (energy - x * G - eps)))
        if abs(new - G) < 1e-13:
            return new
        G = new
    raise RuntimeError("self-consistency not reached")


def channels(x, grid, energy=0.0, eta=0.0):
    """Band channel, fluctuating channel, density of states.
    eta: Gaussian energy window, used to match the finite-lattice sums."""
    eps, vel2 = grid
    nodes, weights = np.array([0.0]), np.array([1.0])
    if eta > 0:
        nodes, weights = np.polynomial.hermite_e.hermegauss(9)
        weights = weights / weights.sum()
    A = np.zeros_like(eps)
    for node, weight in zip(nodes, weights):
        E = energy + eta * node
        G = local_green(E, x, eps)
        A -= weight * np.imag(1 / (E - x * G - eps)) / np.pi
    D = A.mean()
    return 2 * np.pi * np.mean(vel2 * A**2), 2 * np.pi / 3 * x * D**2, D


# ---------- direct Kubo sums for random Hamiltonians ----------
def neighbours(L):
    site = np.arange(L**3).reshape(L, L, L)
    return [np.roll(site, -1, axis=d).ravel() for d in range(3)]


def kubo(L, n, hops, levels, eta):
    N, nb = L**3, neighbours(L)
    H = np.zeros((N, n, N, n))
    here = np.arange(N)
    for d in range(3):
        H[here, :, nb[d], :] = hops[d]
        H[nb[d], :, here, :] = hops[d].transpose(0, 2, 1)
    if levels is not None:
        H[here, :, here, :] = levels
    E, U = np.linalg.eigh(H.reshape(N * n, N * n))
    keep = np.abs(E) < 5 * eta
    delta = np.exp(-E[keep]**2 / (2 * eta**2)) / (eta * np.sqrt(2 * np.pi))
    F = np.ascontiguousarray(U[:, keep])
    m = F.shape[1]
    blocks = F.reshape(N, n, m)
    total = 0.0
    for d in range(3):
        moved = np.matmul(hops[d], blocks[nb[d]]).reshape(N * n, m)
        K = F.T @ moved
        K = K - K.T
        total += delta @ (K**2) @ delta / 3
    return 2 * np.pi * total / (N * n), delta.sum() / (N * n)


def mean_hops(N, n):
    return np.tile(-np.eye(n), (3, N, 1, 1))


def random_hops(x, N, n, rng):
    return mean_hops(N, n) + np.sqrt(x / (6 * n)) * rng.normal(size=(3, N, n, n))


def random_levels(x, N, n, rng):
    """Traceless symmetric matrices with mean square row sum x."""
    M = rng.normal(size=(N, n, n))
    V = (M + M.transpose(0, 2, 1)) / np.sqrt(2)
    V -= np.trace(V, axis1=1, axis2=2)[:, None, None] * np.eye(n) / n
    return V * np.sqrt(x * n / ((n - 1) * (n + 2)))


def sample(kind, x, L, n, count, seed, eta=0.3):
    rng, N, out = np.random.default_rng(seed), L**3, []
    for _ in range(count):
        if kind == "hopping":
            out.append(kubo(L, n, random_hops(x, N, n, rng), None, eta))
        else:
            out.append(kubo(L, n, mean_hops(N, n),
                            random_levels(x, N, n, rng), eta))
    out = np.array(out)
    return out.mean(axis=0), out[:, 0].std(ddof=1) / np.sqrt(count)


print("TESTS (conductivity in units of n e^2/(hbar a))")
x_test, dos_seen = 9.0, {}
band, fluct, dos = channels(x_test, periodic_grid(3), eta=0.3)
for kind, theory in (("hopping", band + fluct), ("levels", band)):
    small, _ = sample(kind, x_test, 3, 10, 12, 1)
    large, _ = sample(kind, x_test, 3, 40, 3, 2)
    dos_seen[kind] = large[1]
    print(f"{kind}, x=9: theory {theory:.4f}, Kubo sum n=10 {small[0]:.4f},"
          f" n=40 {large[0]:.4f}")
    # remaining difference: 1/n corrections and sampling noise
    assert abs(large[0] / theory - 1) < 0.10
print(f"density of states (1/t): theory {dos:.4f}, hopping"
      f" {dos_seen['hopping']:.4f}, levels {dos_seen['levels']:.4f}")
assert all(abs(d / dos - 1) < 0.05 for d in dos_seen.values())

# clean-band averages from their Fourier (Bessel) integrals
tau = np.linspace(1e-9, 3000, 300001)
D0 = simpson(j0(2 * tau)**3, x=tau) / np.pi
Phi = simpson(4 * j1(2 * tau) / (2 * tau) * j0(2 * tau)**2, x=tau) / np.pi
weak_slope = np.pi * D0 / Phi
print(f"clean band: D0 = {D0:.4f} /t, Phi = {Phi:.4f} t")
print(f"slope of 1/s against x: weak {weak_slope:.4f},"
      f" strong (levels) {np.pi / 4:.4f}")
weak = channels(0.3, fine_grid(80))[0] * weak_slope * 0.3
print(f"band channel / Boltzmann value at x=0.3: {weak:.4f}")
assert abs(weak - 1) < 0.05

far = channels(2000.0, fine_grid(16))
coefficient = ((far[0] + far[1]) / SAT - 1) * 2000.0**2
print(f"x=2000: x*s_levels = {2000 * far[0]:.4f} (limit {4 / np.pi:.4f}),"
      f" 1/x^2 coefficient = {coefficient:.2f}")
assert abs(2000 * far[0] * np.pi / 4 - 1) < 0.01
assert abs(coefficient / 30 - 1) < 0.05

sweep = np.array([1, 2, 4, 7, 10, 15, 20, 30, 50, 100.0])
curve = np.array([channels(x, fine_grid(32))[:2] for x in sweep])
ratio = SAT / curve.sum(axis=1)
print("x:                  " + " ".join(f"{x:6.0f}" for x in sweep))
print("rho/rho_sat hopping:" + " ".join(f"{r:6.3f}" for r in ratio))
print("rho/rho_sat levels: " + " ".join(f"{SAT / b:6.3f}" for b in curve[:, 0]))
assert np.all(np.diff(curve[:, 0]) < 0) and ratio.max() < 1.05

# bonds correlated through shared atomic displacements
L, n = 5, 5
N, nb, results = L**3, neighbours(L), {"hop": [], "lev": []}
coupling = np.random.default_rng(5).normal(size=(3, 3, n, n))
for x in (24.0, 48.0):
    rng, hop_list, lev_list = np.random.default_rng(6), [], []
    for _ in range(4):
        u = rng.normal(size=(N, 3))
        change = np.array([np.einsum("ic,cab->iab", u[nb[d]] - u, coupling[d])
                           for d in range(3)])
        hops = mean_hops(N, n) + np.sqrt(x / (36 * n)) * change
        window = 0.1 * np.sqrt(x)
        hop_list.append(kubo(L, n, hops, None, window)[0])
        lev_list.append(kubo(L, n, mean_hops(N, n),
                             random_levels(x, N, n, rng), window)[0])
    results["hop"].append(np.mean(hop_list))
    results["lev"].append(np.mean(lev_list))
hop_ratio = results["hop"][1] / results["hop"][0]
lev_ratio = results["lev"][1] / results["lev"][0]
print(f"sigma(x=48)/sigma(x=24), n=5: displacement-modulated hopping"
      f" {hop_ratio:.3f}, levels {lev_ratio:.3f}")
assert 0.75 < hop_ratio < 1.25 and lev_ratio < 0.7

# ---------- worked example: rough typical parameters ----------
cases = [
    dict(name="niobium-like", kind="hopping", n=5, a_nm=0.26, W_eV=6.0,
         lam=1.0, temps=(500, 1000, 2500, 10000), T_check=2500, L=6,
         modes_eV=(0.02,), geometry=0.75 * 2**(2 / 3), lattice="bcc"),
    dict(name="fulleride-like", kind="levels", n=3, a_nm=0.90, W_eV=0.6,
         lam=0.8, temps=(250, 500, 1000, 2000), T_check=500, L=6,
         modes_eV=(0.03, 0.18), geometry=0.5 * 4**(2 / 3), lattice="fcc"),
]
for case in cases:
    t_eV = case["W_eV"] / 12
    unit = const.hbar * case["a_nm"] * 1e-9 / (case["n"] * const.e**2) * 1e8
    print(f"{case['name'].upper()}: modulated {case['kind']}, n={case['n']},"
          f" a={case['a_nm']} nm, W={case['W_eV']} eV, lambda={case['lam']}")
    print(f"t = {t_eV:.3f} eV, hbar a/(n e^2) = {unit:.1f} uOhm cm,"
          f" hopping-case limit rho_sat = {unit / SAT:.1f} uOhm cm")
    print("T(K)  x  path/a | rho(uOhm cm): Boltzmann, hopping, levels")
    for T in case["temps"]:
        x = case["lam"] * kB_eV * T / (t_eV * D0)
        path = np.sqrt(3 * Phi / D0) / (2 * np.pi * D0 * x)
        b, f, _ = channels(x, fine_grid(48))
        print(f"{T:6d} {x:7.3f} {path:6.2f} | {unit * weak_slope * x:8.1f}"
              f" {unit / (b + f):8.1f} {unit / b:8.1f}")
    use_fluct = 1.0 if case["kind"] == "hopping" else 0.0

    def own_sigma(x, grid, energy=0.0, eta=0.0):
        b, f, _ = channels(x, grid, energy, eta)
        return b + use_fluct * f

    x_low = case["lam"] * kB_eV * case["temps"][0] / (t_eV * D0)
    shift = own_sigma(x_low, fine_grid(36)) / own_sigma(x_low, fine_grid(48)) - 1
    assert abs(shift) < 0.005
    T = case["T_check"]
    kT = kB_eV * T / t_eV
    x = case["lam"] * kT / D0
    # thermal average: the Fermi occupation p is the integration variable
    nodes, weights = np.polynomial.legendre.leggauss(12)
    p = 0.25 * (nodes + 1)
    thermal = sum(0.5 * w * own_sigma(x, fine_grid(24), kT * np.log((1 - q) / q))
                  for w, q in zip(weights, p))
    smear = own_sigma(x, fine_grid(24)) / thermal - 1
    (direct, _), error = sample(case["kind"], x, case["L"], case["n"], 4, 11)
    theory = own_sigma(x, periodic_grid(case["L"]), eta=0.3)
    G = local_green(0.0, x, fine_grid(24)[0])
    width_eV = -2 * x * G.imag * t_eV
    print(f"k-mesh shift of sigma at {case['temps'][0]} K: {100 * shift:.4f} %")
    print(f"neglected at {T} K: thermal smearing changes rho by"
          f" {100 * smear:+.1f} %")
    print(f"  finite n, static disorder: sigma {100 * (direct / theory - 1):+.1f}"
          f" % (sampling error {100 * error / theory:.1f} %)")
    for mode in case["modes_eV"]:
        y = mode / (2 * kB_eV * T)
        print(f"  phonon {mode:.2f} eV: quantum variance"
              f" {100 * (y / np.tanh(y) - 1):+.1f} %,"
              f" energy/level width {mode / width_eV:.2f}")
    print(f"  {case['lattice']} geometry multiplies sigma_sat by"
          f" {case['geometry']:.2f}")

# niobium: filling 0.4 of the d shell, and nonlinear hopping t ~ d^-5
edge = brentq(lambda e: 0.5 + (e * np.sqrt(1 - e * e) + np.arcsin(e)) / np.pi
              - 0.4, -0.99, 0.0)
omega = 0.02 * const.e / const.hbar
u2 = const.k * 2500 / (93 * const.atomic_mass * omega**2)
bond_m = np.sqrt(3) / 2 * 2**(1 / 3) * 0.26e-9
strain2 = 2 * u2 / bond_m**2
print(f"niobium-like: filling 0.4 changes sigma_sat by {-100 * edge**2:.1f} %")
print(f"  2500 K: rms bond strain {100 * np.sqrt(strain2):.1f} %, mean hopping"
      f" (d^-5 law) {100 * 15 * strain2:+.1f} %")
U_eV = 1.0
print(f"fulleride-like: rough Coulomb U = {U_eV:.1f} eV, U/W ="
      f" {U_eV / cases[1]['W_eV']:.2f} (neglected)")
print("PASS")
```

Printed output:

```
TESTS (conductivity in units of n e^2/(hbar a))
hopping, x=9: theory 0.2531, Kubo sum n=10 0.2365, n=40 0.2435
levels, x=9: theory 0.1145, Kubo sum n=10 0.1098, n=40 0.1118
density of states (1/t): theory 0.0857, hopping 0.0853, levels 0.0853
clean band: D0 = 0.1427 /t, Phi = 0.3341 t
slope of 1/s against x: weak 1.3414, strong (levels) 0.7854
band channel / Boltzmann value at x=0.3: 1.0263
x=2000: x*s_levels = 1.2707 (limit 1.2732), 1/x^2 coefficient = 29.81
x:                       1      2      4      7     10     15     20     30     50    100
rho/rho_sat hopping: 0.252  0.436  0.655  0.806  0.876  0.930  0.955  0.977  0.990  0.997
rho/rho_sat levels:  0.264  0.499  0.924  1.508  2.062  2.953  3.823  5.534  8.912 17.285
sigma(x=48)/sigma(x=24), n=5: displacement-modulated hopping 0.972, levels 0.525
NIOBIUM-LIKE: modulated hopping, n=5, a=0.26 nm, W=6.0 eV, lambda=1.0
t = 0.500 eV, hbar a/(n e^2) = 21.4 uOhm cm, hopping-case limit rho_sat = 100.7 uOhm cm
T(K)  x  path/a | rho(uOhm cm): Boltzmann, hopping, levels
   500   0.604   4.90 |     17.3     16.2     16.5
  1000   1.208   2.45 |     34.6     29.8     31.6
  2500   3.020   0.98 |     86.5     57.0     72.6
 10000  12.080   0.24 |    346.2     91.0    245.2
k-mesh shift of sigma at 500 K: -0.0176 %
neglected at 2500 K: thermal smearing changes rho by +1.7 %
  finite n, static disorder: sigma -3.7 % (sampling error 0.5 %)
  phonon 0.02 eV: quantum variance +0.1 %, energy/level width 0.02
  bcc geometry multiplies sigma_sat by 1.19
FULLERIDE-LIKE: modulated levels, n=3, a=0.9 nm, W=0.6 eV, lambda=0.8
t = 0.050 eV, hbar a/(n e^2) = 123.2 uOhm cm, hopping-case limit rho_sat = 580.8 uOhm cm
T(K)  x  path/a | rho(uOhm cm): Boltzmann, hopping, levels
   250   2.416   1.22 |    399.4    287.5    343.2
   500   4.832   0.61 |    798.8    413.0    633.5
  1000   9.664   0.31 |   1597.7    505.4   1162.2
  2000  19.328   0.15 |   3195.4    553.2   2152.8
k-mesh shift of sigma at 250 K: -0.0000 %
neglected at 500 K: thermal smearing changes rho by +4.4 %
  finite n, static disorder: sigma -6.4 % (sampling error 1.2 %)
  phonon 0.03 eV: quantum variance +4.0 %, energy/level width 0.20
  phonon 0.18 eV: quantum variance +115.4 %, energy/level width 1.17
  fcc geometry multiplies sigma_sat by 1.26
niobium-like: filling 0.4 changes sigma_sat by -2.5 %
  2500 K: rms bond strain 7.8 %, mean hopping (d^-5 law) +9.0 %
fulleride-like: rough Coulomb U = 1.0 eV, U/W = 1.67 (neglected)
PASS
```
